# Comment on inferring chain end states from matching complex bands

**The argument under review**

The argument concerns two semiconducting chains with two sites per cell. In one, strong and weak bonds alternate between equal sites. In the other, all bonds are equal and the site energies alternate. The parameters are chosen so that both have the same bands at real and at complex wave number. The argument then runs as follows. Gap states decay as the complex band prescribes, the two complex bands agree, and therefore the cut chains have the same end levels and their contacts to a metal the same gap states. The natural place for the common level is said to be midgap, where the decay is fastest.

The premise about the bands can be met, and the statement about decay is sound. The question is whether the end levels follow from them. I use one electron, orthogonal orbitals and nearest-neighbour hopping, and take up the omitted effects near the end.

**The bands can indeed be matched**

Let the sites be A1, B1, A2, B2, and so on, with energy \(+\delta\) on A and \(-\delta\) on B. The hopping is \(v>0\) inside a cell and \(w>0\) between cells, and the cell length is \(a\). With amplitudes \(a_n\) and \(b_n\), the equations inside the chain are

\[
(E-\delta)a_n=v\,b_n+w\,b_{n-1},\qquad
(E+\delta)b_n=v\,a_n+w\,a_{n+1}.
\]

Reversing the sign of both hoppings would only reverse the sign of every \(b_n\). Set \(a_n=\alpha\lambda^n\) and \(b_n=\beta\lambda^n\), where \(\lambda\) is the amplitude factor per cell:

\[
(E-\delta)\alpha=\left(v+\frac{w}{\lambda}\right)\beta,\qquad
(E+\delta)\beta=(v+w\lambda)\alpha. \tag{1}
\]

A nonzero solution requires the determinant of this pair to vanish:

\[
E^2-\delta^2=\left(v+\frac{w}{\lambda}\right)(v+w\lambda)
=v^2+w^2+vw\left(\lambda+\frac1\lambda\right).
\]

Since \(v^2+w^2=(v-w)^2+2vw\), this becomes

\[
E^2=\Delta^2+t^2\left(2+\lambda+\frac1\lambda\right),\qquad
t^2=vw,\quad \Delta^2=\delta^2+(v-w)^2. \tag{2}
\]

Only \(t\) and \(\Delta\) enter. The alternating chain has \(\delta=0\) and \(\Delta=|v-w|\). The ionic chain with \(v=w=t\) and \(\delta=\Delta\) has the same relation between \(E\) and \(\lambda\), for complex energies too.

For a travelling wave \(\lambda=e^{ika}\), and \(E^2=\Delta^2+4t^2\cos^2(ka/2)\). The gap is \(2\Delta\). For \(|E|<\Delta\), equation (2) requires \(\lambda+1/\lambda<-2\), so \(\lambda\) is real and negative. Writing the decaying root as \(\lambda=-e^{-\kappa a}\) and using \(2-2\cosh x=-4\sinh^2(x/2)\) gives

\[
\sinh\frac{\kappa a}{2}=\frac{\sqrt{\Delta^2-E^2}}{2t}. \tag{3}
\]

The decay is fastest at \(E=0\), the branch point of the complex band. So far the argument stands.

Take hoppings of 1.6 and 2.5 eV and a cell of 0.5 nm. The matched ionic chain has \(t=\sqrt{1.6\times2.5}=2.0\) eV and \(\Delta=2.5-1.6=0.9\) eV. At midgap \(\sinh(\kappa a/2)=0.9/4=0.225\), hence \(\kappa a=0.4463\) and \(\lambda=-0.64\). The amplitude decays over \(0.5/0.4463=1.12\) nm and the density over half that, 0.56 nm, in both chains.

**What the bands leave out**

Equation (2) was obtained by eliminating the ratio \(\beta/\alpha\), and that ratio differs between the chains. At the upper gap edge \(E=\Delta\) and \(\lambda=-1\), so the first of equations (1) reads \((\Delta-\delta)\alpha=(v-w)\beta\). With \((v-w)^2=(\Delta-\delta)(\Delta+\delta)\), the weight on A is

\[
\frac{\alpha^2}{\alpha^2+\beta^2}
=\frac{(v-w)^2}{(v-w)^2+(\Delta-\delta)^2}
=\frac12\left(1+\frac{\delta}{\Delta}\right).
\]

This is 0.5 for the alternating chain. For the ionic chain the first equation reduces to \(0=0\), but the second gives \(2\Delta\beta=0\), so the weight is 1, as the formula also says. An end cuts between particular sites, and its boundary condition acts on this discarded information.

**The condition at a free end**

Let the chain start at A1. There is no site B0, so the first equation is \((E-\delta)a_1=v\,b_1\). This is the bulk equation with the fictitious amplitude \(b_0\) set to zero.

Given \(a_1\) and \(b_0\), the bulk equations fix all later amplitudes. They have two independent solutions, with factors \(\lambda\) and \(1/\lambda\). A bound state can contain only the decaying one, for which \(b_0=\beta\). Thus \(\beta=0\) and \(\alpha\neq0\), and equations (1) give

\[
E=\delta,\qquad \lambda=-\frac{v}{w}. \tag{4}
\]

The second result describes a decaying state only if \(v<w\), that is, if the end atom is held by the weaker bond. The level is then in the gap, because \(v\neq w\) implies \(|\delta|<\Delta\). For an end on B, exchange the labels and reverse the sign of \(\delta\).

The cases now separate:

- The alternating chain with \(v=1.6\) eV and \(w=2.5\) eV has an end level at \(E=0\).
- The same chain cut so that \(v=2.5\) eV and \(w=1.6\) eV has none. Even one material with one set of bands therefore has two answers.
- The ionic chain has \(v=w\). Equation (4) gives \(E=\Delta\) and \(\lambda=-1\), an extended state at the band edge and not a gap level.

One might suspect that the ionic level has merely been missed. For a finite ionic chain of \(M\) sites, write \(H=\Delta S+K\), where \(S\) is \(+1\) on A and \(-1\) on B, and \(K\) is the uniform hopping. Hopping always changes the sublattice, so \(SK=-KS\). Since \(S^2=1\),

\[
H^2=\Delta^2+K^2+\Delta(SK+KS)=\Delta^2+K^2.
\]

The eigenvectors of \(K\) are sine waves that vanish at the fictitious sites 0 and \(M+1\), with eigenvalues \(2t\cos[\pi j/(M+1)]\), \(j=1,\dots,M\). Therefore

\[
E^2=\Delta^2+4t^2\cos^2\frac{\pi j}{M+1}\ge\Delta^2 .
\]

No length and neither end gives a gap level in this model. For 20 sites the smallest \(|E|\) is 0.9483 eV, outside the gap edge at 0.9 eV.

**The same bands allow any level in the gap**

The alternating chain with a weak-bond end (\(\theta=\pi/2\) below) belongs to a family that has the ionic chain as its limit \(\theta\to0\). Keep \(t\) and \(\Delta\) fixed and set

\[
\delta=\Delta\cos\theta,\quad w-v=\Delta\sin\theta,\quad vw=t^2,\qquad 0<\theta<\pi .
\]

Every member obeys equation (2) with the same constants, and \(v<w\) throughout. By equation (4) its end level is \(\Delta\cos\theta\), which sweeps the whole gap while the bands do not change.

For \(\delta=0.54\) eV, \(w-v=\sqrt{0.9^2-0.54^2}=0.72\) eV. Since \((w+v)^2=(w-v)^2+4t^2\), the hoppings are \(\sqrt{0.36^2+2^2}\mp0.36\), or \(v=1.672\) eV and \(w=2.392\) eV. Diagonalizing a 161-site chain gives the end level at 0.5400 eV and the factor per cell \(-0.6990\), in agreement with \(-v/w\). Equation (3) gives the same factor once \(E=0.54\) eV is inserted. The complex band supplies the tail for a known level; it does not supply the level.

This also answers the appeal to midgap. The branch point is where the decay is fastest. Nothing in equation (4) draws the level there unless \(\delta=0\).

**Equal level and equal decay, yet a different state**

The ionic chain can acquire a gap level if its end site is altered. Let that site have the extra energy \(U\). The end equation becomes \((E-\delta-U)a_1=v\,b_1\), so

\[
U=E-\delta-v\frac{\beta}{\alpha}.
\]

From equation (1), \(\beta/\alpha=(E-\delta)\lambda/(w+v\lambda)\), and hence

\[
U=(E-\delta)\left(1-\frac{v\lambda}{w+v\lambda}\right)
=\frac{(E-\delta)\,w}{w+v\lambda}. \tag{5}
\]

If numerator and denominator vanish together, one returns to equations (1). For the ionic chain

\[
U=-\frac{\Delta-E}{1-e^{-\kappa a}}<0 .
\]

Near the upper edge equation (3) gives \(\Delta-E\simeq t^2(\kappa a)^2/(2\Delta)\), while the denominator tends to \(\kappa a\), so \(U\to0\) from below. Near the lower edge the numerator tends to \(2\Delta\) and the denominator to zero, so \(U\to-\infty\). By continuity every negative \(U\) gives a gap level, and no positive \(U\) does.

A midgap level needs \(U=-0.9/(1-0.64)=-2.5\) eV. It has \(\lambda=-0.64\), as does the end state of the alternating chain. Its amplitude ratio, however, is \(\beta/\alpha=t(1+\lambda)/\Delta=2\times0.36/0.9=0.8\), whereas the alternating chain has no amplitude on B. Agreement in both level and decay still does not make the states identical.

**Gap states at a metal contact**

Let the end site touch a metal with a wide, featureless band, represented by adding \(-i\Gamma/2\) to the energy of A1. Put \(G=(E-H+iP\Gamma/2)^{-1}\), where \(P\) projects on A1. The density of states on site \(i\) is \(\rho_i=-\mathrm{Im}\,G_{ii}/\pi\). Because \(G^{-1}-(G^\dagger)^{-1}=i\Gamma P\),

\[
G-G^\dagger=-i\Gamma\,GPG^\dagger
\quad\Rightarrow\quad
\rho_i=\frac{\Gamma}{2\pi}|G_{i1}|^2 .
\]

Away from the source on A1, the column \(G_{i1}\) obeys the bulk equations. In a half-infinite chain with \(E\) in the gap, or a long one whose far end has no level at \(E\), it is the decaying solution, so \(\rho\) falls by \(\lambda^2\) per cell. At midgap this is \(0.64^2=0.4096\), for both ends of the alternating chain, for the ionic chain and for the mixed chain.

The prefactor comes from the equation at A1, \((E-\delta+i\Gamma/2)G_{11}-vG_{B1,1}=1\). With \(G_{B1,1}/G_{11}=\beta/\alpha\) it becomes \((E-\delta-v\beta/\alpha+i\Gamma/2)\,G_{11}=1\). The real part of this last bracket is the right side of equation (5), which I call \(g^{-1}(E)\). Hence \(G_{11}=1/(g^{-1}+i\Gamma/2)\) and

\[
\rho_{A1}=\frac1\pi\,\frac{\Gamma/2}{g^{-2}+\Gamma^2/4}. \tag{6}
\]

Hold \(\Gamma=1\) eV fixed for all chains and take \(E=0\):

- Alternating, weak-bond end: \(g^{-1}=0\), so \(\rho_{A1}=2/(\pi\Gamma)=0.637\) per eV. B1 adds nothing.
- Ionic: \(g^{-1}=-2.5\) eV, so \(\rho_{A1}=0.159/(6.25+0.25)=0.0245\) per eV. B1 adds \(0.8^2=0.64\) of this, giving 0.0402 per eV in the first cell.
- Alternating, strong-bond end: at \(E=0\) the decaying solution has \(\lambda=-w/v\) and \(\alpha=0\). Thus \(G_{11}=0\) and \(G_{B1,1}=-1/v\), so the first cell has \(\Gamma/(2\pi v^2)=0.0255\) per eV, all on B1.

The first-cell density at the weak-bond end is 15.85 times that of the ionic chain, although the tails have the same length. This ratio depends on the coupling:

\[
\frac{1}{1.64}\,\frac{2.5^2+\Gamma^2/4}{\Gamma^2/4}
\qquad(\Gamma\text{ in eV}).
\]

It grows without limit as \(\Gamma\to0\), when the end level becomes sharp. It falls to 1 at \(\Gamma=6.25\) eV and tends to \(1/1.64=0.61\) for still larger \(\Gamma\), but a coupling above all the hoppings is a limit of the model, not a typical contact. At \(\Gamma=1\) eV the cut already decides the order: the ionic value lies between those of the two alternating ends. A common decay length therefore does not even fix which contact has the larger midgap density in its first cell.

**How far the omitted effects move the numbers**

*End-site energy.* A shift of \(+0.2\) eV moves the alternating level from 0 to 0.118 eV. To first order this is the shift times the end-site weight \(1-\lambda^2=0.59\). In the ionic chain a shift of \(-0.2\) eV produces a level at 0.884 eV, only 0.016 eV below the band edge.

*Second-neighbour hopping.* A hopping \(s\) between like sites adds \(s(\lambda+1/\lambda)\) to both site energies in the Bloch equations, so the matched bands remain matched. For \(s=0.1\) eV midgap moves to \(-0.2\) eV. The alternating level moves to \(-0.128\) eV, in line with the first-order value \(2s\lambda\), because neighbouring A amplitudes differ by the factor \(\lambda\). An ionic chain with one A end and one B end now has a level 0.0045 eV inside the gap. It sits at the B end, just above the lower gap edge, where the states lie almost wholly on B. Eliminating the A sites there leaves a hopping of magnitude \(q-s\) between B sites, with \(q=t^2/(2\Delta)\), and puts the end site higher than the others by \(q\). An end shift \(q\) larger than the hopping binds a level, here at a distance \(s^2/q=0.0045\) eV from the edge. At the A end, near the upper edge, the hopping is \(q+s\), which exceeds the shift, and no level forms. The strict absence of gap levels in the ionic chain thus belongs to the nearest-neighbour model; the contrast between a deep and a very shallow level survives here.

*Finite length.* In a chain of \(N\) cells with weak bonds at both ends, the left state leaves an unbalanced term \(v\,a_N\) at the last site. Its overlap with the right state gives levels at \(\pm w(1-r^2)r^N\) to leading order, with \(r=v/w\). For ten cells this is \(2.5\times0.59\times0.64^{10}=0.017\) eV.

*Electron repulsion.* Two charges 0.56 nm apart in a medium of relative permittivity 10 have a Coulomb energy of about 0.26 eV. This gives only a scale. Two electrons in the end state would share a site with probability \((1-\lambda^2)/(1+\lambda^2)=0.42\), which adds an on-site repulsion not counted here, and a bulk permittivity is unreliable at such short distances. The charge in the end state may therefore matter as much as the other effects sized here, or more.

**Bearing on real contacts**

The parameters describe no particular material, and \(\Gamma=1\) eV is an assumed coupling to the metal. A real interface has many transverse wave vectors, several decaying solutions at each energy, and atoms that relax or bond to the metal. The single condition \(\beta=0\) is then replaced by a matching problem. In the estimates above, a 0.2 eV change of the end-site energy moved the alternating level by about 0.1 eV. This does not bound the effect of a new interface bond, which can be a much larger disturbance.

**Requested correction**

The conclusion should be restricted to this: at equal energy in the gap, chains with matched complex bands have equal decay per cell. A claim about the end level of a cut chain also needs the separate site energies and hoppings, and the place of the cut. A claim about the amount of gap-state density at a contact needs the coupling to the metal as well. The numerical output lists the free-end levels and the midgap densities for the four cases.

## Table of computed values

```
alternating hoppings: 1.60 and 2.50 eV
matched ionic hopping t: 2.000 eV
matched ionic site energy Delta: 0.900 eV
common gap: 1.800 eV
common outer band edge: 4.100 eV
mixed chain delta, v, w: 0.540, 1.6721, 2.3921 eV
largest real-band mismatch: 1.8e-15 eV
largest complex-band factor mismatch: 1.4e-15
cell length: 0.50 nm
midgap factor per cell: -0.6400
midgap kappa*a: 0.4463
midgap amplitude decay length: 1.120 nm
midgap density decay length: 0.560 nm
A weight at upper gap edge, alternating, weak end: 0.500
A weight at upper gap edge, alternating, strong end: 0.500
A weight at upper gap edge, ionic: 1.000
A weight at upper gap edge, mixed: 0.800
free-end gap level, alternating, weak end: 0.0000 eV
free-end gap level, alternating, strong end: none
free-end gap level, ionic: none
free-end gap level, mixed: 0.5400 eV
mixed end-state factor per cell: -0.6990
20-site ionic chain, smallest |E|: 0.9483 eV
ionic end shift for midgap level: -2.500 eV
ionic level with that shift, |E|: 0.0000 eV
its factor per cell: -0.6400
its B/A amplitude ratio: 0.8000
metal broadening Gamma: 1.00 eV
midgap DOS, alternating, weak end: end site 0.6366, first cell 0.6366 1/eV
midgap DOS, alternating, strong end: end site 0.0000, first cell 0.0255 1/eV
midgap DOS, ionic: end site 0.0245, first cell 0.0402 1/eV
midgap DOS, mixed: end site 0.1321, first cell 0.1411 1/eV
midgap DOS ratio per cell, alternating, weak end: 0.4096
midgap DOS ratio per cell, alternating, strong end: 0.4096
midgap DOS ratio per cell, ionic: 0.4096
midgap DOS ratio per cell, mixed: 0.4096
first-cell DOS, weak end over ionic: 15.85
alternating level, end shift +0.20 eV: 0.1178 eV
ionic level, end shift -0.20 eV: 0.8836 eV
10-cell alternating chain, end levels: +/-0.0170 eV
second-neighbour hopping: 0.10 eV
midgap then: -0.2000 eV
alternating end level then: -0.1280 eV
ionic level depth inside gap then: 0.0045 eV
relative permittivity for estimate: 10.0
crude Coulomb energy of end state: 0.257 eV
```
